# Hydrogen density at the nucleus: histogram versus Hiller-Sucher-Feinberg estimator: a program that tests the result

```python
"""Hydrogen density at the nucleus, rho(0) = 1/pi, from N independent samples
of rho(r) = exp(-2r)/pi (Hartree atomic units).
Results under test (errors relative to 1/pi):
  ball histogram of radius h: best h = (2N)^(-1/5), error ~ N^(-1/5);
  Hiller-Sucher-Feinberg (HSF) estimator 1/(2 pi r^2): infinite variance,
      mean absolute error ~ 2.08 N^(-1/3), two runs in three too low;
  regularized estimator 1/(pi r): relative variance 1, error ~ N^(-1/2).
MAE = mean absolute error, rms = root mean square error."""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.special import gamma, gammainc, erf
from scipy.stats import binom

pi = np.pi
rho0 = 1 / pi


def radial_mean(g, weight=lambda r: np.exp(-2 * r)):
    """Mean of g(r) over the normalized density proportional to weight(r)."""
    top = quad(lambda r: r * r * weight(r) * g(r), 0, 60, limit=300)[0]
    return top / quad(lambda r: r * r * weight(r), 0, 60, limit=300)[0]


# --- HSF identity on a non-hydrogenic potential V = -exp(-mu r)/r ---
def screened_coulomb(mu, size=8, beta=1.0):
    n = np.arange(1, size + 1)
    i, j = np.meshgrid(n, n, indexing="ij")

    def G(p, b):
        return gamma(p + 1.0) / b ** (p + 1.0)
    b, c = 2 * beta, 2 * beta + mu
    S = G(i + j, b)
    T = 0.5 * (i * j * G(i + j - 2, b) - beta * (i + j) * G(i + j - 1, b)
               + beta ** 2 * G(i + j, b))
    V = -G(i + j - 1, c)
    dV = G(i + j - 2, c) + mu * G(i + j - 1, c)
    d = 1 / np.sqrt(np.diag(S))
    scale = np.outer(d, d)
    energy, vec = eigh((T + V) * scale, S * scale)
    coef = vec[:, 0] * d
    return energy[0], coef[0] ** 2 / (4 * pi), coef @ dV @ coef / (2 * pi)


mu = 0.2
e_scr, rho_direct, rho_hsf = screened_coulomb(mu)
assert abs(rho_hsf / rho_direct - 1) < 1e-4

# --- means and variances of the estimators for hydrogen ---
mean_hsf = radial_mean(lambda r: 1 / (2 * pi * r * r))
mean_reg = radial_mean(lambda r: 1 / (pi * r))
var_reg = radial_mean(lambda r: 1 / (pi * r) ** 2) / rho0 ** 2 - 1
assert abs(mean_hsf - rho0) < 1e-8 and abs(mean_reg - rho0) < 1e-8
assert abs(var_reg - 1) < 1e-8
# the family (2f - f')/(4 pi r^2) with a generic f, f(0) = 1
generic = radial_mean(lambda r: (2 * (1 + np.sin(r)) - np.cos(r))
                      / (4 * pi * r * r))
assert abs(generic - rho0) < 1e-7
# second moment of 1/(2 r^2), cut at r_min, grows as 1/r_min
cuts = np.array([1e-2, 1e-3, 1e-4, 1e-5])
second = np.array([quad(lambda t: np.exp(-t - 2 * np.exp(t)), np.log(c), 4,
                        limit=300)[0] for c in cuts])
assert abs(second[-1] * cuts[-1] - 1) < 1e-3
# tail probability of Y = 1/(2 r^2)
y_tail = 1e6
tail = gammainc(3, 2 / np.sqrt(2 * y_tail))
assert abs(tail / (np.sqrt(2) / 3 * y_tail ** -1.5) - 1) < 5e-3


# --- histogram: binomial error of the count in a ball of radius h ---
def ball(h):
    """Probability in the ball, and the same for a constant density 1/pi."""
    return gammainc(3, 2 * h), 4 * h ** 3 / 3


def hist_rms(N, h):
    p, v = ball(h)
    return np.sqrt((p / v - 1) ** 2 + p * (1 - p) / (N * v * v))


def hist_mae(N, h):
    p, v = ball(h)
    k = np.arange(int(N * p + 12 * np.sqrt(N * p) + 30))
    return np.sum(binom.pmf(k, N, p) * abs(k / (N * v) - 1))


def h_law(N):
    return (2 * N) ** -0.2


def h_best(N):
    res = minimize_scalar(lambda t: np.log(hist_rms(N, np.exp(t))),
                          bounds=(np.log(h_law(N) / 5), np.log(h_law(N) * 5)),
                          method="bounded", options={"xatol": 1e-7})
    return np.exp(res.x)


h_small = 1e-2
p_s, v_s = ball(h_small)
assert abs(p_s / v_s - (1 - 1.5 * h_small + 1.2 * h_small ** 2)) < 2e-6
big = 1e12
assert abs(h_best(big) / h_law(big) - 1) < 0.01
assert abs(hist_rms(big, h_best(big)) / (np.sqrt(15) / 2 * h_law(big)) - 1) < 0.01
p_b, v_b = ball(h_law(big))
split = (p_b / v_b - 1) ** 2 / (p_b * (1 - p_b) / (big * v_b ** 2))
assert abs(split - 1.5) < 0.03
bias_c, sd_c = 1.5, np.sqrt(1.5)          # in units of the optimal radius
c_hist = (sd_c * np.sqrt(2 / pi) * np.exp(-bias_c ** 2 / (2 * sd_c ** 2))
          + bias_c * erf(bias_c / (sd_c * np.sqrt(2))))


# --- HSF: error law at finite N from the full characteristic function ---
def hsf_law(N):
    """MAE and probability of a positive error for the mean of N values."""
    dq, ds = 0.025, 0.02
    q = np.exp(np.arange(np.log(1e-10), np.log(1e3), dq))
    s = np.exp(np.arange(np.log(1e-17), np.log(40.0), ds))
    k = q * N ** (-2 / 3)
    turn = np.exp(-0.25j * pi)            # rotated contour r = s * turn
    weight = 4 * (s * turn) ** 3 * np.exp(-2 * s * turn) * ds
    w = -k[:, None] / (2 * s[None, :] ** 2)
    core = np.expm1(w) - w
    D = core @ weight.real + 1j * (core @ weight.imag)
    x = 1j * k + D                        # characteristic function minus 1
    E = N * (2 * np.arctanh(x / (2 + x)) - 1j * k)
    mae = (np.sum(-np.expm1(E).real / q) * dq + 1 / q[-1]) * 2 / pi
    above = 0.5 + np.sum(np.exp(E).imag) * dq / pi
    return mae * N ** (-1 / 3), above


c_hsf = np.sqrt(3) / pi * gamma(1 / 3) * (8 * pi / 9) ** (1 / 3)
mae_big, above_big = hsf_law(1e12)
mae_mid, above_mid = hsf_law(1e8)
assert abs(mae_big / (c_hsf * 1e-4) - 1) < 0.01
assert abs(above_big - 1 / 3) < 0.005
slope_hsf = np.log(mae_big / mae_mid) / np.log(1e4)
assert abs(slope_hsf + 1 / 3) < 0.01
c_reg = np.sqrt(2 / pi)

# --- repeated sampling ---
rng = np.random.default_rng(12345)
n_run, runs, block = 10 ** 4, 2000, 100
h_run = h_law(n_run)
err_hist, err_hsf, err_reg, bar_hsf, bar_reg = [], [], [], [], []
for _ in range(runs // block):
    r = rng.gamma(3.0, 0.5, size=(block, n_run))
    err_hist.append((r < h_run).mean(axis=1) / ball(h_run)[1] - 1)
    inv = 1 / r
    err_reg.append(inv.mean(axis=1) - 1)
    bar_reg.append(inv.std(axis=1) / np.sqrt(n_run))
    y = 0.5 * inv * inv
    err_hsf.append(y.mean(axis=1) - 1)
    bar_hsf.append(y.std(axis=1) / np.sqrt(n_run))
err_hist, err_hsf, err_reg, bar_hsf, bar_reg = map(
    np.concatenate, (err_hist, err_hsf, err_reg, bar_hsf, bar_reg))
sim_hist = np.mean(abs(err_hist))
sim_hsf = 2 * np.mean(np.maximum(-err_hsf, 0))   # equals MAE: zero mean error
sim_reg = np.mean(abs(err_reg))
mae_run, above_run = hsf_law(n_run)
low_fraction = np.mean(err_hsf < 0)
assert abs(sim_hist / hist_mae(n_run, h_run) - 1) < 0.08
assert abs(np.sqrt(np.mean(err_hist ** 2)) / hist_rms(n_run, h_run) - 1) < 0.08
assert abs(sim_hsf / mae_run - 1) < 0.10
assert abs(sim_reg / (c_reg / np.sqrt(n_run)) - 1) < 0.08
assert abs(low_fraction - (1 - above_run)) < 0.045
cover_hsf = np.mean(abs(err_hsf) < 2 * bar_hsf)
cover_reg = np.mean(abs(err_reg) < 2 * bar_reg)
assert cover_hsf < cover_reg - 0.02

# --- one long run ---
n_one = 10 ** 6
r = rng.gamma(3.0, 0.5, size=n_one)
h_one = h_law(n_one)
count = int(np.sum(r < h_one))
one_hist = count / (n_one * 4 * pi * h_one ** 3 / 3)
x_hsf, x_reg = 1 / (2 * pi * r * r), 1 / (pi * r)

# --- samples needed for a mean absolute error of one percent ---
target = 0.01
need_hist = 0.5 * (c_hist / target) ** 5
need_hsf = (c_hsf / target) ** 3
need_reg = (c_reg / target) ** 2
check_hist = hist_mae(int(need_hist), h_law(need_hist))
check_hsf = hsf_law(need_hsf)[0]
assert abs(check_hist / target - 1) < 0.03
assert abs(check_hsf / target - 1) < 0.08

# --- mixed density: guide exp(-zeta r) times exact exp(-r) ---
zeta = 0.9
a = (1 + zeta) / 2


def mixed_weight(r):
    return np.exp(-zeta * r) * np.exp(-r)


mixed_norm = 4 * pi * quad(lambda r: r * r * mixed_weight(r), 0, 60)[0]
mixed_delta = mixed_weight(0.0) / mixed_norm / rho0
mixed_hsf = radial_mean(lambda r: 1 / (2 * r * r), mixed_weight)
mixed_reg = radial_mean(lambda r: 1 / r, mixed_weight)
assert np.allclose([mixed_delta, mixed_hsf, mixed_reg], [a ** 3, a ** 2, a],
                   atol=1e-7)

print(f"exact density 1/pi = {rho0:.6f} bohr^-3")
print(f"HSF mean by quadrature = {mean_hsf:.6f} bohr^-3")
print(f"1/(pi r) mean by quadrature = {mean_reg:.6f} bohr^-3")
print(f"1/(pi r) relative variance = {var_reg:.6f}")
print(f"screened Coulomb mu = {mu} bohr^-1, energy = {e_scr:.6f} hartree")
print(f"  density at nucleus, direct = {rho_direct:.6f} bohr^-3")
print(f"  density at nucleus, HSF    = {rho_hsf:.6f} bohr^-3")
for c, m in zip(cuts, second):
    print(f"second moment of 1/(2r^2), r > {c:.0e} bohr: {m:.4g} bohr^-4")
print(f"MAE constants: histogram {c_hist:.4f} (times h*), "
      f"HSF {c_hsf:.4f}, 1/(pi r) {c_reg:.4f}")
print(f"bias^2/variance at h*, N = 1e12: {split:.4f}")
print("relative MAE (histogram at h*, HSF, 1/(pi r) by normal law):")
table = []
for N in (10 ** 4, 10 ** 6, 10 ** 8):
    row = (hist_mae(N, h_law(N)), hsf_law(N)[0], c_reg / np.sqrt(N))
    table.append(row)
    print(f"  N = {N:.0e}: {row[0]:.5f}  {row[1]:.5f}  {row[2]:.6f}")
    print(f"    h* law {h_law(N):.5f} bohr, numerical optimum "
          f"{h_best(N):.5f} bohr, rms at h* {hist_rms(N, h_law(N)):.5f}")
slopes = np.log(np.array(table[2]) / np.array(table[1])) / np.log(100)
print(f"slopes from 1e6 to 1e8: histogram {slopes[0]:.4f}, HSF {slopes[1]:.4f}")
print(f"HSF slope from 1e8 to 1e12: {slope_hsf:.4f}")
print(f"HSF probability of too low a result, N = 1e12: {1 - above_big:.4f}")
print(f"{runs} runs of N = {n_run}: sampled relative MAE")
print(f"  histogram {sim_hist:.4f}, HSF {sim_hsf:.4f}, 1/(pi r) {sim_reg:.5f}")
print(f"  HSF runs too low: {low_fraction:.3f} (theory {1 - above_run:.3f})")
print(f"  within 2 error bars: HSF {cover_hsf:.3f}, 1/(pi r) {cover_reg:.3f}")
print(f"one run, N = {n_one}: h* = {h_one:.5f} bohr, count in ball = {count}")
print(f"  histogram = {one_hist:.5f} bohr^-3")
for name, x in (("HSF", x_hsf), ("1/(pi r)", x_reg)):
    print(f"  {name} = {x.mean():.5f} bohr^-3, "
          f"nominal error bar {x.std() / np.sqrt(n_one):.5f} bohr^-3")
print(f"samples for 1 % MAE: histogram {need_hist:.3g}, "
      f"HSF {need_hsf:.3g}, 1/(pi r) {need_reg:.3g}")
print(f"  finite-N MAE there: histogram {check_hist:.5f}, HSF {check_hsf:.5f}")
print(f"mixed density, zeta = {zeta} bohr^-1, ratio to 1/pi:")
print(f"  delta {mixed_delta:.4f}, HSF {mixed_hsf:.4f}, "
      f"1/(pi r) {mixed_reg:.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
exact density 1/pi = 0.318310 bohr^-3
HSF mean by quadrature = 0.318310 bohr^-3
1/(pi r) mean by quadrature = 0.318310 bohr^-3
1/(pi r) relative variance = 1.000000
screened Coulomb mu = 0.2 bohr^-1, energy = -0.326809 hartree
  density at nucleus, direct = 0.302656 bohr^-3
  density at nucleus, HSF    = 0.302656 bohr^-3
second moment of 1/(2r^2), r > 1e-02 bohr: 91.31 bohr^-4
second moment of 1/(2r^2), r > 1e-03 bohr: 986.7 bohr^-4
second moment of 1/(2r^2), r > 1e-04 bohr: 9982 bohr^-4
second moment of 1/(2r^2), r > 1e-05 bohr: 9.998e+04 bohr^-4
MAE constants: histogram 1.6306 (times h*), HSF 2.0799, 1/(pi r) 0.7979
bias^2/variance at h*, N = 1e12: 1.4995
relative MAE (histogram at h*, HSF, 1/(pi r) by normal law):
  N = 1e+04: 0.20415  0.09243  0.007979
    h* law 0.13797 bohr, numerical optimum 0.14346 bohr, rms at h* 0.24020
  N = 1e+06: 0.08614  0.02056  0.000798
    h* law 0.05493 bohr, numerical optimum 0.05578 bohr, rms at h* 0.10193
  N = 1e+08: 0.03511  0.00447  0.000080
    h* law 0.02187 bohr, numerical optimum 0.02200 bohr, rms at h* 0.04163
slopes from 1e6 to 1e8: histogram -0.1949, HSF -0.3314
HSF slope from 1e8 to 1e12: -0.3330
HSF probability of too low a result, N = 1e12: 0.6667
2000 runs of N = 10000: sampled relative MAE
  histogram 0.2026, HSF 0.0912, 1/(pi r) 0.00782
  HSF runs too low: 0.692 (theory 0.682)
  within 2 error bars: HSF 0.789, 1/(pi r) 0.956
one run, N = 1000000: h* = 0.05493 bohr, count in ball = 222
  histogram = 0.31980 bohr^-3
  HSF = 0.31684 bohr^-3, nominal error bar 0.00453 bohr^-3
  1/(pi r) = 0.31827 bohr^-3, nominal error bar 0.00032 bohr^-3
samples for 1 % MAE: histogram 5.76e+10, HSF 9e+06, 1/(pi r) 6.37e+03
  finite-N MAE there: histogram 0.00996, HSF 0.00994
mixed density, zeta = 0.9 bohr^-1, ratio to 1/pi:
  delta 0.8574, HSF 0.9025, 1/(pi r) 0.9500
ALL CHECKS PASSED
```
